Thermionic emission over a planar barrier: two derivations of the Richardson current, part 2

Electrons in an n-type semiconductor at temperature T cross a planar barrier into a metal. The x axis is normal to the contact, with the metal on the side of larger x. The task is to find the one-way current density J, a magnitude, by counting the electrons at the top of the barrier. All formulas are in Hartree atomic units: ħ, the free-electron mass and the elementary charge are 1.

The conduction band has isotropic effective mass m and two spin states per wavevector k, and θ = k_B T. The barrier top lies φ above the Fermi level and Δ, the band bending, above the bulk band edge. The bulk edge is therefore φ − Δ above the Fermi level; if this is negative, the bulk is degenerate. Electrons are taken to pass over the top classically, without tunnelling or reflection.

The first half followed electrons from the bulk to the top, without collisions and with k_y and k_z conserved. Those that cross have bulk wavevectors with

k_x > 0 and k_x²/2m > Δ.

For φ ≫ θ this gave the Richardson formula

J = (m θ² / 2π²) e^(−φ/θ).

With w the normal energy left over at the top and t the energy of motion along the plane, the current before integration is

dJ = (m/2π²) e^(−(φ+w+t)/θ) dw dt.

The integral of e^(−k_y²/2mθ) over all k_y is √(2πmθ), and likewise for the other components.

The example has m = 0.50, φ = 0.020 hartree, Δ = 0.014 hartree and T = 300 K, with θ = 9.5004 × 10⁻⁴ hartree and J = 1.646 × 10⁻¹⁷ a.u. One atomic unit of current density is 2.365 × 10¹⁴ A/cm².

The numerical list at the end also covers first-half results: the transverse (k_y, k_z) and normal (k_x) integrals, checks on a wavevector grid, the Richardson constant A* in J = A* T² e^(−φ/k_B T), and the barrier recovered from the currents at 300 K and 400 K.

### The gas at the top

At the top the band edge is φ above the Fermi level. An electron there with wavevector k has the kinetic energy ε = k²/2m, and its total energy is φ + ε above the Fermi level. In equilibrium the occupation of its state is

f(ε) = 1 / (e^((φ+ε)/θ) + 1).

This depends on the energy and not on the direction of k. The gas is isotropic, so it can be sorted into energy shells and directions instead of Cartesian components.

A shell between k and k + dk has the volume 4πk² dk. The number of its states per unit volume of crystal is

2 · 4πk² dk / (2π)³ = 8πk² dk / 8π³ = k² dk / π².

All the electrons in the shell have the speed v = k/m. One that moves at an angle α to the x axis has v_x = v cos α, and it moves towards the metal if α < π/2. There is no further condition, since at the top nothing is left to climb.

The directions are uniformly distributed over the solid angle 4π. The average of cos α over the forward half, counted as a share of all directions, is

(1/4π) ∫₀^(2π) dβ ∫₀^(π/2) cos α sin α dα = (1/4π) · 2π · (1/2) = 1/4,

where β is the angle around the x axis. The inner integral is (sin²α)/2 taken between its limits, which is 1/2. The factor 1/4 is thus made of two halves: half of the electrons move forward, and for those the mean of cos α is 1/2.

The one-way current from a shell is its density of filled states times v/4:

dJ = (k² dk / π²) · (v/4) · f.

Since ε = k²/2m, dε = (k/m) dk = v dk. Also k² = 2mε. Therefore

dJ = (2mε / 4π²) f dε = (m ε / 2π²) f(ε) dε.

The factor that multiplies the occupation, mε/2π², rises linearly from zero at the top of the barrier. The formula holds for any occupation that depends on energy alone.

### The result again

For φ ≫ θ the 1 in the denominator of f can be dropped, and f = e^(−φ/θ) e^(−ε/θ). Then

J = (m/2π²) e^(−φ/θ) ∫₀^∞ ε e^(−ε/θ) dε.

Integrating by parts,

∫₀^∞ ε e^(−ε/θ) dε = [−θ ε e^(−ε/θ)]₀^∞ + θ ∫₀^∞ e^(−ε/θ) dε = 0 + θ².

Hence

J = (m θ² / 2π²) e^(−φ/θ),

as before. The band bending never appeared, so there was nothing to cancel.

### Density times speed

The same current can be written with two familiar properties of a gas. The equilibrium density at the top is

n_top = (2/(2π)³) e^(−φ/θ) ∫ e^(−k²/2mθ) d³k.

The integral is a product of three Gaussian integrals, each equal to √(2πmθ) as found in the first half. So n_top = N_c e^(−φ/θ), with

N_c = 2 (2πmθ)^(3/2) / (2π)³ = 2 (mθ/2π)^(3/2).

The second step uses (2π)³ = (4π²)^(3/2) and 2πmθ/4π² = mθ/2π.

The mean speed is the average of k/m over the shells,

v̄ = ∫₀^∞ (k³/m) e^(−k²/2mθ) dk / ∫₀^∞ k² e^(−k²/2mθ) dk.

In the numerator put ε = k²/2m, so that k³ dk/m = 2mε dε. The numerator is 2mθ². For the denominator write a = 1/2mθ and differentiate the half-line Gaussian ∫₀^∞ e^(−ak²) dk = (1/2)√(π/a) with respect to −a. This gives √π/(4a^(3/2)) = √π (2mθ)^(3/2)/4. Then

v̄ = 8mθ² / (√π (2mθ)^(3/2)) = 4θ / √(2πmθ) = √(8θ/πm).

The factor 1/4 from the directions is the same for every shell, so

J = n_top v̄ / 4.

In the example n_top = 9.467 × 10⁻¹⁶ bohr⁻³ and v̄ = 0.06956 a.u., so

J = (9.467 × 10⁻¹⁶)(0.06956)/4 = 1.646 × 10⁻¹⁷ a.u.

If the bulk is dilute, its density is n = N_c e^(−(φ−Δ)/θ). Then n_top = n e^(−Δ/θ), and with v̄/4 = √(θ/2πm),

J = n √(θ/2πm) e^(−Δ/θ).

In this form the band bending Δ stands in the exponent and the Fermi level is hidden in n. The two forms describe one current. The second one fails for a degenerate bulk, where n is no longer given by the Boltzmann expression.

### Keeping the Fermi-Dirac occupation

The energy form makes it easy to drop the Boltzmann approximation. Let z = e^(−φ/θ), which is less than 1 for a positive barrier. Expanding f as a geometric series,

f = z e^(−ε/θ) / (1 + z e^(−ε/θ)) = z e^(−ε/θ) − z² e^(−2ε/θ) + z³ e^(−3ε/θ) − …

The integral ∫₀^∞ ε e^(−jε/θ) dε equals θ²/j², by the same integration by parts with θ replaced by θ/j. Therefore

J_FD = (mθ²/2π²) (z − z²/4 + z³/9 − …).

Relative to the Boltzmann result the current is 1 − z/4 + z²/9 − …. It is smaller because a state cannot hold more than one electron. For φ = 2θ the ratio is 0.968, and for φ = 6θ it is 0.9994. In the example z/4 = 1.8 × 10⁻¹⁰. Even at φ = 2θ the Boltzmann form overestimates the current by only about 3 per cent.

### Why total energy is the wrong test in the bulk

The shell formula also measures what would go wrong if the crossing condition of the first half were replaced by "total kinetic energy greater than Δ". In the bulk, let E be the kinetic energy. The forward current per unit energy is mE/2π² times the occupation, by the same argument as at the top. The faulty rule would give

J′ = (m/2π²) e^(−(φ−Δ)/θ) ∫_Δ^∞ E e^(−E/θ) dE.

Put E = Δ + ε. The integral becomes

e^(−Δ/θ) ∫₀^∞ (Δ + ε) e^(−ε/θ) dε = e^(−Δ/θ) (Δθ + θ²),

and so

J′ / J = (Δθ + θ²)/θ² = 1 + Δ/θ.

In the example this is 15.7. The surplus consists of electrons that have enough energy but carry too much of it along the plane. At the top the question does not arise, because they never arrive there.

### With a voltage

Let a forward voltage raise the Fermi level of the semiconductor by an energy V above that of the metal, with 0 < V < Δ. The filling of the bulk is unchanged, so the bulk edge rises with it. If the top stays φ above the Fermi level of the metal, it is now φ − V above that of the semiconductor, and the band bending is Δ − V. As long as φ − V ≫ θ, the current towards the metal is

J_out = (mθ²/2π²) e^(−(φ−V)/θ) = J e^(V/θ).

The current from the metal depends on the filling of the metal and on φ, and neither has changed. At V = 0 it had to equal J, since the net current vanishes in equilibrium. It is therefore still J, and

J_net = J (e^(V/θ) − 1).

With V = 0.004 hartree, e^(V/θ) = 67.38, and

J_net = 66.38 × 1.646 × 10⁻¹⁷ = 1.093 × 10⁻¹⁵ a.u.,

or 0.258 A/cm². For a reverse voltage, V < 0, the exponential dies out and the net current tends to −J. This saturation relies on a constant φ, on the absence of tunnelling, and on collisions that do not limit the current.

The gas at the top is no longer in equilibrium. Its forward half is filled from the semiconductor and its backward half from the metal, so its density is n_top (e^(V/θ) + 1)/2. Multiplying this density by v̄/4 would not give the outgoing current, since the factor 1/4 was derived for an isotropic gas.

### What each derivation assumes

Both use a parabolic isotropic band, two spin states, classical motion at the top and φ ≫ θ. They differ in how they fill the states at the top.

The first derivation takes the bulk to be in equilibrium and carries its electrons to the top by mechanics. It needs a planar potential, so that k_y and k_z are conserved, the same mass along the way, and no collisions on the way. In return it explains where the emitted electrons come from and which of them fail.

The second derivation takes the forward states at the top to be filled according to the Fermi level of the semiconductor, and does not ask how. At V = 0 this is guaranteed by equilibrium, with or without collisions. The mass that enters is the one at the top. If the bulk mass is much smaller, however, some of the forward states counted there cannot be reached from the bulk without collisions, and the formula then overestimates the current that the semiconductor supplies. The price is that the assumption has to be justified afresh once a current flows.

The two countings agree interval by interval. The first half gave

dJ = (m/2π²) e^(−(φ+w+t)/θ) dw dt,

with w the normal and t the parallel energy at the top. For a given sum ε = w + t, w can lie anywhere between 0 and ε. Integrating over it gives the factor ε, and hence (mε/2π²) e^(−(φ+ε)/θ) dε, the shell formula. Mechanics leaves the occupation of a moving electron's state unchanged, and v_x dk_x = dw is the same at every plane it passes. Collisionless flow from an equilibrium bulk therefore produces the forward filling that the second derivation assumes.

### When collisions limit the supply

With collisions and a voltage, the forward filling at the top may fall below its assumed value. A simple model shows when. Let η(x) be the local Fermi level of the electrons, measured from that of the metal, and let G = e^(η/θ). With the band edge at height B(x) above the Fermi level of the metal, the density is n = N_c e^(−B/θ) G. For a constant mobility μ the drift-diffusion current towards the metal is

J_net = −μ n dη/dx = −μ θ N_c e^(−B/θ) dG/dx,

because dη/dx = (θ/G) dG/dx. Divide by μθN_c e^(−B/θ) and integrate from the bulk, where G = e^(V/θ), to the top, where G = G_t:

e^(V/θ) − G_t = (J_net / μθN_c) ∫ e^(B/θ) dx.

Define a speed v_d by 1/v_d = (1/μθ) ∫ e^((B−φ)/θ) dx. Since n_top = N_c e^(−φ/θ), the last equation becomes

n_top (e^(V/θ) − G_t) = J_net / v_d.

At the top, emission outwards minus emission back gives

n_top (G_t − 1) = J_net / (v̄/4).

Adding the two equations removes G_t:

J_net = J (e^(V/θ) − 1) / (1 + v̄/4v_d).

Within this model the Richardson result requires v_d ≫ v̄/4. Suppose the band edge falls away from the top with a constant slope S over a drop Δ − V of many times θ, and leave out the flat bulk, whose share of the integral is an ordinary series resistance. Then the integral is θ/S and v_d = μS. Write μ = τ/m with a collision time τ, and let ℓ = v̄τ. The condition μS ≫ v̄/4 becomes

ℓS ≫ m v̄²/4 = 2θ/π.

The band must drop by clearly more than about θ within one free path from the top. For a forward voltage the two equations above then make G_t close to e^(V/θ). This has to be read as the filling of the forward states, which is what the second derivation assumes, and not as the density. The model uses one number G_t for both, whereas the density at the top was found above to be n_top (e^(V/θ) + 1)/2. The size of the correction term v̄/4v_d is therefore uncertain by a factor of order two. The estimate is rough, because drift-diffusion is itself doubtful over distances as short as ℓ, but it identifies the comparison that matters: the free path against the width of the uppermost θ of the barrier.

Numbers as computed

```
effective mass                        0.50 electron masses
barrier                               0.020 hartree
band bending                          0.014 hartree
bulk band edge above Fermi level      0.006 hartree
temperature                           300 K
thermal energy kT                     9.500435e-04 hartree
barrier / kT                          21.0517
band bending / kT                     14.7362
exp(-barrier/kT)                      7.2007e-10
exp(-(bulk edge - Fermi)/kT)          1.8081e-03
one transverse integral               5.46319e-02 a.u.
both transverse integrals             2.98465e-03 a.u.
normal integral                       3.78362e-10 a.u.
prefactor m kT^2/(2 pi^2)             2.28627e-08 a.u.
J from formula                        1.64628e-17 a.u.
J from 3D grid                        1.64628e-17 a.u.
J from 3D grid, degenerate bulk       1.64628e-17 a.u.
J converted                           3.8940e-03 A/cm^2
one a.u. of current density           2.36534e+14 A/cm^2
Richardson constant, this mass        60.087 A/(cm^2 K^2)
Richardson constant, mass 1           120.173 A/(cm^2 K^2)
effective density of states Nc        1.3147e-06 bohr^-3
bulk electron density                 2.3771e-09 bohr^-3
density at barrier top                9.4669e-16 bohr^-3
mean speed                            6.95596e-02 a.u.
mean normal excess energy / kT        1.000000
mean transverse energy / kT           1.000000
overcount by total-energy rule        15.736
Fermi/Boltzmann current, barrier 2kT  0.96806
Fermi/Boltzmann current, barrier 6kT  0.999381
relative Boltzmann error, example     1.80e-10
second temperature                    400 K
kT at second temperature              1.266725e-03 hartree
J at second temperature               5.64985e-15 a.u.
J ratio, second to first temperature  343.19
barrier from Richardson slope         0.020000 hartree
forward voltage as energy             0.004 hartree
exp(voltage/kT)                       67.379
net forward current                   1.09278e-15 a.u.
net forward current converted         2.5848e-01 A/cm^2
```
